\section*{Uniform Mole Fraction and Diffusive Flux in a Ternary Gas}

\section{The argument under review}

The manuscript considers a closed tube in the cold gas-supply zone of a silane deposition reactor. The tube holds silane, hydrogen and nitrogen at uniform temperature and pressure. Hydrogen is concentrated at one end and nitrogen at the other, while the silane mole fraction is 5\,\% everywhere. The argument runs as follows.

\begin{quote}
Silane obeys $J_1=-cD_{1,\mathrm{eff}}\nabla x_1$, with some effective diffusivity in the mixture. Since $\nabla x_1=0$, its diffusive flux is zero. The tube is closed, so there is no net flow either. Hydrogen and nitrogen therefore interdiffuse while silane stays at 5\,\%.
\end{quote}

The conclusion follows from the first sentence whatever finite value or composition dependence $D_{1,\mathrm{eff}}$ has. A better effective diffusivity cannot change it. The question is whether the first sentence holds: does a species with no gradient of its own have no diffusive flux even when two other gases stream through it in opposite directions?

\section{The forces on each species}

Label silane, hydrogen and nitrogen 1, 2 and 3. Let $x_i$ be the mole fractions, $M_i$ the molar masses, $u_i$ the mean velocities, and $c=p/RT$ the total molar density. I assume an ideal gas at uniform $T$ and $p$, without reactions, and neglect wall friction, gravity, viscous stress and the nonlinear inertial terms.

Species $i$ has partial pressure $px_i$ and is pushed by $-p\nabla x_i$ per unit volume. Collisions with species $j$ exert a drag proportional to both mole fractions and to the velocity difference:
\begin{equation}
cx_iM_i\frac{du_i}{dt}=-p\nabla x_i-\sum_{j\ne i}\frac{p\,x_ix_j}{D_{ij}}(u_i-u_j).
\label{eq:momentum}
\end{equation}
The drag on $i$ from $j$ is opposite to that on $j$ from $i$, so $D_{ij}=D_{ji}$. A small $D_{ij}$ means strong friction.

For the mixture treated below, the slowest velocity difference governed by \eqref{eq:momentum} relaxes in $2.4\times10^{-8}$~s at the mean composition and in $4.7\times10^{-8}$~s at the hydrogen-rich end, whereas the composition changes over tenths of a second. The left side can therefore be dropped. Division by $p$ leaves the Maxwell--Stefan equations,
\begin{equation}
\nabla x_i=\sum_{j\ne i}\frac{x_ix_j(u_j-u_i)}{D_{ij}}.
\label{eq:ms}
\end{equation}

In a binary gas the manuscript's reasoning is sound. There the molar-average velocity is $u=x_1u_1+x_2u_2$, and since $1-x_1=x_2$,
\begin{equation}
J_1=cx_1(u_1-u)=cx_1x_2(u_1-u_2)=-cD_{12}\nabla x_1 ,
\end{equation}
where the last step uses \eqref{eq:ms}. This is Fick's law, and it identifies $D_{12}$ as the ordinary binary diffusivity. If $\nabla x_1=0$, then $u_1=u_2$. Any average of two equal velocities is that same velocity, so the diffusive flux vanishes in every reference frame.

\section{Where the argument fails}

With three species, $\nabla x_1=0$ in \eqref{eq:ms} says only that the two drags on silane cancel. After division by $x_1>0$,
\begin{equation}
0=\frac{x_2(u_2-u_1)}{D_{12}}+\frac{x_3(u_3-u_1)}{D_{13}}
\quad\Longrightarrow\quad
u_1=\frac{x_2u_2/D_{12}+x_3u_3/D_{13}}{x_2/D_{12}+x_3/D_{13}} .
\label{eq:weighted}
\end{equation}
Silane moves at a friction-weighted mean of its partners' velocities. The diffusive flux, however, is measured from the molar average $u=\sum_ix_iu_i$, which has different weights.

To compare the two, define $J_i=cx_i(u_i-u)$, so that $J_1+J_2+J_3=0$. A common velocity drops out of a difference, and therefore
\begin{equation}
x_ix_j(u_j-u_i)=\frac{x_iJ_j-x_jJ_i}{c}.
\end{equation}
Equation \eqref{eq:ms} for silane becomes
\begin{equation}
c\nabla x_1=\frac{x_1J_2-x_2J_1}{D_{12}}+\frac{x_1J_3-x_3J_1}{D_{13}} .
\end{equation}
Insert $J_3=-J_1-J_2$ and collect terms:
\begin{equation}
c\nabla x_1=x_1\left(\frac1{D_{12}}-\frac1{D_{13}}\right)J_2
-\left(\frac{x_2}{D_{12}}+\frac{x_1+x_3}{D_{13}}\right)J_1 .
\label{eq:row1}
\end{equation}
For $\nabla x_1=0$, multiplication by $D_{12}D_{13}$ gives
\begin{equation}
\frac{J_1}{J_2}=\frac{x_1(D_{13}-D_{12})}{x_2D_{13}+(x_1+x_3)D_{12}} .
\label{eq:ratio}
\end{equation}

This ratio fixes the direction. If $D_{13}<D_{12}$, it is negative, and its magnitude is below one because $x_1(D_{12}-D_{13})<x_1D_{12}$, which is less than the denominator. Then $J_3/J_2=-(1+J_1/J_2)$ is also negative, so $J_1$ and $J_3$ have the same sign. If $D_{13}>D_{12}$, the ratio is positive and species 1 moves with species 2. In either case, relative to the molar-average velocity, the uniform species follows the partner against which it has the smaller binary diffusivity.

\section{The flux in terms of the gradients}

To express $J_2$ through gradients we need the second Maxwell--Stefan equation. The same elimination of $J_3$ gives
\begin{equation}
c\nabla x_2=x_2\left(\frac1{D_{12}}-\frac1{D_{23}}\right)J_1
-\left(\frac{x_1}{D_{12}}+\frac{x_2+x_3}{D_{23}}\right)J_2 .
\label{eq:row2}
\end{equation}
Write \eqref{eq:row1} and \eqref{eq:row2} as $-c\nabla x_i=\sum_kB_{ik}J_k$ with $i,k=1,2$. Over common denominators,
\begin{align}
B_{11}&=\frac{D_{12}+x_2(D_{13}-D_{12})}{D_{12}D_{13}}, &
B_{12}&=\frac{x_1(D_{12}-D_{13})}{D_{12}D_{13}},\\
B_{21}&=\frac{x_2(D_{12}-D_{23})}{D_{12}D_{23}}, &
B_{22}&=\frac{D_{12}+x_1(D_{23}-D_{12})}{D_{12}D_{23}} .
\end{align}
In the determinant, the product $x_1x_2(D_{13}-D_{12})(D_{23}-D_{12})$ arises once from $B_{11}B_{22}$ and once from $B_{12}B_{21}$, and cancels. What remains is
\begin{align}
\det B&=\frac{D_{12}^2+D_{12}\left[x_1(D_{23}-D_{12})+x_2(D_{13}-D_{12})\right]}{D_{12}^2D_{13}D_{23}}
=\frac{S}{D_{12}D_{13}D_{23}},\\
S&=x_1D_{23}+x_2D_{13}+x_3D_{12}.
\end{align}
The inverse of a $2\times2$ matrix exchanges the diagonal elements, reverses the signs of the others and divides by the determinant. Hence $J_i=-c\sum_kF_{ik}\nabla x_k$ with
\begin{align}
F_{11}&=\frac{D_{13}[x_1D_{23}+(1-x_1)D_{12}]}{S}, &
F_{12}&=\frac{x_1D_{23}(D_{13}-D_{12})}{S},\\
F_{21}&=\frac{x_2D_{13}(D_{23}-D_{12})}{S}, &
F_{22}&=\frac{D_{23}[x_2D_{13}+(1-x_2)D_{12}]}{S}.
\end{align}
The manuscript's first sentence omits $F_{12}$. With $\nabla x_1=0$ the flux is
\begin{equation}
J_1=-c\,\frac{x_1D_{23}(D_{13}-D_{12})}{S}\,\nabla x_2 .
\label{eq:main}
\end{equation}
For finite positive diffusivities, $x_1>0$ and $\nabla x_2\ne0$, this vanishes if and only if $D_{12}=D_{13}$.

One possible defence is that silane is dilute. Its flux does vanish as $x_1\to0$, but so does the amount to be moved. The drift velocity stays finite:
\begin{equation}
u_1-u=\frac{J_1}{cx_1}\longrightarrow-\frac{D_{23}(D_{13}-D_{12})}{x_2D_{13}+x_3D_{12}}\nabla x_2 .
\end{equation}
Dilution therefore does not remove the relative error in the predicted silane distribution.

\section{Numbers for the proposed tube}

Take $T=300$~K, $p=10$~Torr and a tube 10~cm long with radius 0.5~cm. Rough typical diffusivities at this pressure are $D_{12}=45$, $D_{13}=12$ and $D_{23}=60$~cm$^2$/s. Let $z$ run from the hydrogen-rich top, $z=0$, to the nitrogen-rich bottom, $z=L$. The initial composition is $x_1=0.05$ and $x_2=0.475+0.425\cos(\pi z/L)$, which has no gradient at the closed ends.

At the midplane $x_2=x_3=0.475$ and $\partial_zx_2=-0.425\pi/(10~\mathrm{cm})=-0.1335$~cm$^{-1}$. In cm$^2$/s,
\begin{align}
S&=0.05(60)+0.475(12)+0.475(45)=30.08,\\
F_{12}&=\frac{0.05(60)(12-45)}{30.08}=-3.29 .
\end{align}
The silane drift velocity is then
\begin{equation}
u_1-u=-\frac{F_{12}}{x_1}\partial_zx_2
=\frac{3.29}{0.05}(-0.1335)~\mathrm{cm/s}=-8.8~\mathrm{cm/s}.
\end{equation}
With $c=0.5345$~mol/m$^3$, the flux is $J_1=-2.3$~mmol/(m$^2$\,s). The negative sign means motion toward the hydrogen-rich end, along with nitrogen. Hydrogen and nitrogen drift at $+16.4$ and $-15.5$~cm/s in the same frame. In the trace limit, with $x_2=x_3=1/2$ and the same gradient, silane would drift at $-9.3$~cm/s.

These numbers are sensitive to the input. If each diffusivity may be wrong by 10\,\%, the least favourable of the eight sign combinations changes the local flux by 21\,\%.

\section{The reference frame must be named}

The manuscript speaks of ``the diffusive flux'' without a frame. Many flow equations use the mass-average velocity $v=\sum_ix_iM_iu_i/\bar M$, with $\bar M=\sum_ix_iM_i$. Since the $J_i$ sum to zero,
\begin{equation}
v-u=\frac{\sum_iM_iJ_i}{c\bar M}
=\frac{(M_1-M_3)J_1+(M_2-M_3)J_2}{c\bar M}.
\label{eq:frame}
\end{equation}
At the midplane $v-u=-12.9$~cm/s, because the heavy nitrogen dominates the mass average. Relative to $v$, silane thus moves at $-8.8+12.9=+4.1$~cm/s, toward the nitrogen-rich end. The diffusive flux has opposite signs in the two frames, although the motion is the same.

The condition $D_{12}=D_{13}$ also belongs to the molar frame. If $D_{13}$ is raised to 45~cm$^2$/s with the rest held fixed, silane moves with the molar average but still at $+12.9$~cm/s relative to the mass average. This equals the previous frame shift to the digits shown mainly because silane is dilute: the shift is set almost wholly by the interdiffusion of hydrogen and nitrogen, and becomes independent of $D_{13}$ as $x_1\to0$. The $J_1$ and $J_2$ terms in \eqref{eq:frame} each change by only about 0.1~cm/s, and for these numbers the two changes nearly cancel as well.

For the closed tube the molar frame is the convenient one. The total flux of a species is $N_i=J_i+x_iN_t$, where $N_t=\sum_iN_i$. Summing the conservation laws $c\,\partial_tx_i=-\partial_zN_i$ gives $\partial_zN_t=0$, because $c$ is constant. At a closed end $N_t=0$, hence $N_t=0$ everywhere. The molar frame is at rest in the tube, and silane really does move toward the hydrogen-rich end.

\section{The uniform state does not last}

The manuscript's final claim can now be tested. Silane crosses the midplane but cannot cross the ends, so the silane content of each half must change. Locally,
\begin{equation}
\partial_tx_1=-\frac1c\partial_zJ_1=\partial_z\left(F_{11}\partial_zx_1+F_{12}\partial_zx_2\right).
\end{equation}
At $t=0$ the first term is zero throughout the tube. In the second, only $S$ and $\partial_zx_2$ vary. With $\partial_zx_3=-\partial_zx_2$, we have $\partial_zS=(D_{13}-D_{12})\partial_zx_2$, and so
\begin{equation}
\partial_tx_1\big|_{0}=x_1D_{23}(D_{13}-D_{12})
\left[\frac{\partial_z^2x_2}{S}-\frac{(D_{13}-D_{12})(\partial_zx_2)^2}{S^2}\right].
\label{eq:initial}
\end{equation}
At the midplane $\partial_z^2x_2=0$, and
\begin{equation}
\partial_tx_1\big|_{0}=-\frac{0.05(60)(33)^2(0.1335)^2}{(30.08)^2}~\mathrm{s}^{-1}=-0.064~\mathrm{s}^{-1}.
\end{equation}
A finite-volume calculation that solves the friction balance numerically at every cell face gives the same value to this accuracy.

For the later course, consider first a weak profile, $x_1=\bar x_1+a(t)\cos kz$ and $x_2=\bar x_2+b(t)\cos kz$, with $k=\pi/L$. To first order in $a$ and $b$, the matrix $F$ is constant, and
\begin{equation}
\frac{d}{dt}\begin{pmatrix}a\\b\end{pmatrix}=-k^2F\begin{pmatrix}a\\b\end{pmatrix},
\qquad a(0)=0,\quad b(0)=b_0 .
\end{equation}
Let $\lambda_+>\lambda_-$ be the eigenvalues of $F$. The solution operator $e^{-Fk^2t}$ shares the eigenvectors of $F$, so it can be written $\alpha I+\beta F$ with $\alpha+\beta\lambda_\pm=e^{-\lambda_\pm k^2t}$. Subtracting these two conditions gives $\beta$. The element that links $b_0$ to $a$ is $\beta F_{12}$:
\begin{equation}
a(t)=b_0F_{12}\,\frac{e^{-\lambda_+k^2t}-e^{-\lambda_-k^2t}}{\lambda_+-\lambda_-}.
\label{eq:mode}
\end{equation}
Here both $F_{12}$ and the difference of exponentials are negative, so $a>0$ and the hydrogen-rich end gains silane. Setting $da/dt=0$ gives $\lambda_+e^{-\lambda_+k^2t}=\lambda_-e^{-\lambda_-k^2t}$, or
\begin{equation}
t_{\max}=\frac{\ln(\lambda_+/\lambda_-)}{k^2(\lambda_+-\lambda_-)} .
\end{equation}
At the mean composition $\lambda_-=18.49$ and $\lambda_+=58.27$~cm$^2$/s. With $k^2=0.0987$~cm$^{-2}$,
\begin{equation}
t_{\max}=\frac{\ln(58.27/18.49)}{0.0987(39.78)}~\mathrm{s}=0.29~\mathrm{s}.
\end{equation}
Equation \eqref{eq:mode} with $b_0=0.425$ then gives
\begin{equation}
a=0.425(-3.29)\,\frac{0.186-0.587}{39.78}=0.0141 .
\end{equation}

The actual hydrogen profile is not weak, so the full nonlinear equations were also solved. Silane reaches 0.067 at the hydrogen end after 0.23~s, which is 33\,\% above its initial value. At the nitrogen end it falls to 0.038 after 0.35~s, 24\,\% below the initial value. Refining the mesh from 40 to 80 cells shifts the maximum by $1.4\times10^{-5}$.

The linear formula misses this asymmetry, which is already visible in \eqref{eq:initial}. At the ends $\partial_zx_2=0$ and $|\partial_z^2x_2|$ is the same, so the initial rates are inversely proportional to $S$. At the hydrogen end $S=3+0.9(12)+0.05(45)=16.1$~cm$^2$/s; at the nitrogen end $S=3+0.05(12)+0.9(45)=44.1$~cm$^2$/s. Enrichment therefore starts 2.7 times faster than depletion.

Half the end-to-end difference nevertheless peaks at 0.0141, as the linear formula predicts. Reversing the sign of $b_0$ is the same as turning the tube end for end, so this difference is odd in $b_0$ and has no second-order correction. That the higher corrections are also small here is a result of the calculation.

The midplane flux shows what any law of the form $J_1\propto-\nabla x_1$ must miss. Once silane has begun to accumulate, it flows up its own gradient. At 0.29~s its flux passes through zero, although $\partial_zx_1=-0.0042$~cm$^{-1}$; at that moment the term in $F_{11}$ balances the term in $F_{12}$. The hydrogen-side half then holds 59\,\% of the silane. Afterwards silane flows back. The numerical output lists the values used here.

\section{Bearing on a real reactor}

The temperature, pressure and gases are plausible for the cold supply side of reduced-pressure silane deposition, but a sealed tube is a model and real lines carry flow. For the tube itself the other neglected effects are small. A temperature difference of 3~K, with a rough thermal-diffusion factor of 0.3, would separate silane by about $1.5\times10^{-4}$ in mole fraction, against an end-to-end difference of 0.028. Gravitational settling contributes less than $10^{-6}$. The Rayleigh number based on the tube radius is about 0.04 for the initial density gradient at the midplane, and the Knudsen number is $10^{-3}$. Diffusive slip at the wall, near 9~cm/s for the molar-average velocity at the midplane (about $-4$~cm/s for the mass-average velocity), is as fast as the silane drift, but in a closed tube a return flow in the core compensates it. The pressure difference needed is at most about $3\times10^{-5}$ of $p$ (the midplane slip taken over the whole length), and the resulting dispersion adds about 0.3\,\% to $D_{13}$.

Near a heated wafer the isothermal assumption breaks down. For a temperature difference comparable to $T$ itself, the same rough factor gives a thermal separation of order $0.05\times0.3=0.015$, comparable to the effect calculated here. The factor depends strongly on the carrier: a first Chapman--Enskog estimate with Lennard-Jones potentials gives 0.5 to 0.7 for silane in hydrogen and about 0.05 in nitrogen, so in hydrogen-rich gas the separation is about twice as large. Both effects must then be included. Flow matters as well: at 1~m/s the gas leaves a 10~cm zone in 0.1~s. That is shorter than the 0.23~s to the peak enrichment in the closed tube, but long enough for much of it to develop, so flow and multicomponent diffusion must be treated together.

\section{Changes requested}

The single-gradient law should be replaced by \eqref{eq:ms} or by the full matrix $F$, and the frame of each reported flux should be stated. The original argument may stand approximately where one partner is scarce throughout the tube, so that $\nabla x_2$ is small, and exactly if $\nabla x_2$ vanishes throughout the tube or, in the molar frame, if $D_{12}$ and $D_{13}$ are equal. In that last case $F_{12}=0$, and a uniform $x_1$ does persist in the closed tube. A local zero of $\nabla x_2$ is not enough: it vanishes at the closed ends, yet $x_1$ changes there from the start. For silane between hydrogen and nitrogen, where these diffusivities differ by a factor of nearly four, the claim of a constant 5\,\% should be withdrawn.

\section*{Calculated quantities}
\begin{verbatim}
temperature 300 K, pressure 10 Torr
total molar density c = 0.5345 mol/m3
tube length 10 cm, radius 0.5 cm
D12 (SiH4-H2) = 45 cm2/s
D13 (SiH4-N2) = 12 cm2/s
D23 (H2-N2) = 60 cm2/s
molar masses SiH4, H2, N2 = [32.12   2.016 28.01 ] g/mol
midplane mole fractions SiH4, H2, N2 = [0.05  0.475 0.475]
H2 cosine amplitude = 0.425
midplane H2 gradient = -0.1335 per cm
S at midplane = 30.075 cm2/s
F11, F12 = 18.254, -3.292 cm2/s
F21, F22 = 2.843, 58.504 cm2/s
start fluxes J of SiH4, H2, N2 = [ -2.349  41.751 -39.402] mmol/(m2 s)
flux ratio J1/J2 = -0.05627
velocities in molar frame = [ -8.79  16.44 -15.52] cm/s
velocities in mass frame = [ 4.12 29.35 -2.61] cm/s
trace SiH4 velocity in molar frame = -9.28 cm/s
if D13 = D12: SiH4 velocity in mass frame = 12.91 cm/s
initial midplane dx1/dt, formula = -0.06439 per s
initial midplane dx1/dt, simulation = -0.06433 per s
highest x1 at H2 end = 0.06658 at 0.230 s
relative enrichment there = 33.2 %
lowest x1 at N2 end = 0.03791 at 0.348 s
relative change there = -24.2 %
mesh shift of highest x1, 40 to 80 cells = 1.4e-05
zero midplane SiH4 flux at 0.292 s
SiH4 gradient at that time = -0.00422 per cm
SiH4 share in H2-side half then = 58.82 %
eigenvalues of F = 18.49, 58.27 cm2/s
two-mode peak time = 0.292 s
two-mode x1 amplitude = 0.01408
simulated half end-to-end x1 difference = 0.01407
momentum relaxation time = 2.35e-08 s
largest flux change for 10 % errors in D = 21 %
thermal diffusion: factor 0.3, dT = 3 K (rough)
thermal-diffusion x1 difference = 1.5e-04
gravity-settling x1 difference = 6.3e-07
viscosity used (rough) = 1.5e-05 Pa s
Rayleigh number on tube radius, upper size = 0.041
Knudsen number on tube diameter = 1.0e-03
wall slip speed = 8.8 cm/s
slip-driven pressure difference / p = 3.2e-05
slip-driven dispersion / D13 = 2.8e-03
\end{verbatim}
